# Counting Ballistic Modes from a Tabulated Band Structure

A free-electron sphere with Fermi wavevector $k_F=5\ \mathrm{nm^{-1}}$ is tabulated on 16 planes of constant $k_z$. Counting the places where the table rises through the Fermi energy gives 0.963 % too few conducting modes when the sphere's centre lies midway between two planes. With 32 planes the loss is 0.242 %, a quarter as much. If a plane passes through the centre, this loss disappears, although the table is no finer. The explanation lies in what a table can reveal along a single line.

## One line by hand

Take transport along $z$ and hold the transverse wavevector $\mathbf k_\perp=(k_x,k_y)$ fixed. The energy is then a periodic function of the phase $q=k_za$, where $a$ is the lattice constant. Let its longitudinal part, in eV, be
$$
\varepsilon(q)=-\cos q-\cos 2q .
$$
Eight nodes suffice for a first count:

| $q$ | $-\pi$ | $-3\pi/4$ | $-\pi/2$ | $-\pi/4$ | $0$ | $\pi/4$ | $\pi/2$ | $3\pi/4$ |
|---|---|---|---|---|---|---|---|---|
| $\varepsilon$ | 0 | 0.707 | 1 | −0.707 | −2 | −0.707 | 1 | 0.707 |

The transverse energy $e_\perp$ shifts the whole line, so the condition $E=E_F$ becomes $\varepsilon(q)=w$ with $w=E_F-e_\perp$.

For $w=0.5$ eV, mark nodes below the level B and the others A. The sequence is B A A B B B A A, after which it returns to the first B. It changes from B to A twice, between $-\pi$ and $-3\pi/4$ and between $\pi/4$ and $\pi/2$. There are two upward crossings and, because the sequence closes on itself, two downward ones. For $w=-1$ eV the one node below is $q=0$, and the count is one.

For $w=1.05$ eV every node is below and the count is zero. This is wrong. The extrema satisfy
$$
\varepsilon'(q)=\sin q+2\sin 2q=\sin q\,(1+4\cos q)=0 ,
$$
so they lie at $q=0$, at $q=\pi$ and at $\cos q=-1/4$. Since $\cos 2q=2\cos^2q-1$, the last pair has energy $1/4-2/16+1=1.125$ eV. The line therefore rises above 1.05 eV twice, each time between nodes.

The table still holds a hint. Around a node with value $f_0$ and neighbours $f_-$ and $f_+$, the parabola through the three points is
$$
p(s)=f_0+\frac{f_+-f_-}{2}s+\frac{C}{2}s^2,\qquad C=f_++f_--2f_0,
$$
where $s$ is measured in grid steps. Setting $p'(s)=0$ gives $s_*=-(f_+-f_-)/(2C)$, and insertion gives
$$
p(s_*)=f_0-\frac{(f_+-f_-)^2}{4C}+\frac{(f_+-f_-)^2}{8C}
=f_0-\frac{(f_+-f_-)^2}{8C}.
$$
At $q=\pi/2$, $f_0=1$, $f_+-f_-=1.414$ and $C=-2$, so the vertex lies at $1+2/16=1.125$ eV. The maximum at $-\pi/2$ gives the same value by symmetry. Adding one mode at each restores the count of two. That the vertex equals the true maximum is a coincidence of this grid: with six nodes the nodes at $\pi/3$, $2\pi/3$ and $\pi$ have energies 0, 1 and 0, and the vertex is at 1 eV, too low to find the missing modes. The vertex can also lie too high. With nine nodes starting at $-\pi$, the nodes at $\pi/3$, $5\pi/9$ and $7\pi/9$ have energies 0, 1.113 and 0.592, and the vertex is at 1.140 eV. For $w$ between 1.125 and 1.140 eV the repair then adds modes that do not exist.

## Why an upward crossing is a mode

Let $z$ be normal to a set of lattice planes with spacing $d$. The reciprocal-lattice vector along $z$ has length $2\pi/d$, so the set of band energies is periodic in $k_z$ with this period at fixed $\mathbf k_\perp$. Assume coherent transport without scattering, reservoirs that feed all outgoing states, low temperature and a small voltage $V$. In this section $e>0$ is the elementary charge.

A right-moving state has velocity $v=\hbar^{-1}\partial E/\partial k_z>0$. Its branch carries, per spin, a net current of magnitude
$$
I=e\int\frac{dk_z}{2\pi}\,v\,(f_L-f_R)
=\frac{e}{2\pi\hbar}\int dE\,(f_L-f_R)=\frac{e^2}{h}V .
$$
The second form uses $v\,dk_z=dE/\hbar$. The last uses $2\pi\hbar=h$ and the area $eV$ between the two Fermi functions. The subtraction of $f_R$ accounts for the left-moving partners, which are equally numerous by periodicity. The velocity has cancelled: a slow mode and a fast one conduct equally.

Let $N_+(\mathbf k_\perp)$ be the number of upward crossings, summed over bands, in one $k_z$ period. The mode number per area and per spin is
$$
\frac{M}{A}=\int\frac{d^2k_\perp}{(2\pi)^2}\,N_+(\mathbf k_\perp).
$$
With spin degeneracy, the conductance per area and the two-terminal resistivity are
$$
\frac{G}{A}=\frac{2e^2}{h}\frac{M}{A},\qquad
\rho=\frac{A}{G}=\frac{h}{2e^2}\left(\frac{M}{A}\right)^{-1}.
$$

A second expression avoids looking for crossings. At a simple crossing, $\delta(E_F-E)$ integrates over $k_z$ to $1/|\partial E/\partial k_z|$. Hence
$$
\int dk_z\left|\frac{\partial E}{\partial k_z}\right|\delta(E_F-E)=N_++N_-=2N_+ ,
$$
and, after dividing by $(2\pi)^3$ and integrating over $\mathbf k_\perp$,
$$
\frac{M}{A}=\pi\sum_n\int\frac{d^3k}{(2\pi)^3}
\left|\frac{\partial E_n}{\partial k_z}\right|\delta(E_F-E_n).
$$
For the three-dimensional model below, both forms were averaged over energy with a Gaussian of width 0.15 eV. The crossing count gave 0.68927 and the velocity-weighted integral 0.68939 modes per transverse cell, a test of the factor $\pi$.

## The algorithm

1. Tabulate $E_n(\mathbf k_\perp,k_z)$ on a uniform transverse grid covering one surface Brillouin zone and on $n_z$ nodes covering one period in $k_z$.
2. On each line, count the changes from $E_n<E_F$ to $E_n\ge E_F$ between successive nodes, including the interval from last to first.
3. At each local minimum that is not below $E_F$, add one mode if $C>0$ and the parabola's vertex is below $E_F$. At each local maximum below $E_F$, add one if the vertex is above. If two neighbouring nodes tie for the extremum, use only the first.
4. Sum over bands, average over transverse points, and divide by the real-space area of the surface cell. This division is correct because the zone has area $(2\pi)^2/A_{\rm cell}$.

The vertex in step 3 belongs to its node. At a minimum, $f_+$ and $f_-$ are no smaller than $f_0$, so $|f_+-f_-|\le C$ and $|s_*|\le1/2$. The argument for a maximum is the same with signs reversed.

## The sphere and its longitudinal error

For $E=\hbar^2k^2/2m$, a line at transverse radius $k_\perp<k_F$ has one upward crossing. Thus
$$
\frac{M}{A}=\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{4\pi}
=\frac{25}{4\pi}\ \mathrm{nm^{-2}}=1.989\ \mathrm{nm^{-2}},
$$
and $\rho=6.49\times10^{-11}\ \Omega\,\mathrm{cm^2}$. The sphere is placed in a periodically repeated cubic cell with $a=0.4$ nm, whose half-width $\pi/a$ exceeds $k_F$.

The line lies inside the sphere for $|k_z|<\sqrt{k_F^2-k_\perp^2}$. Let the plane nearest the centre be at distance $\delta$. The raw count sees the line if this plane falls inside, that is, if $k_\perp^2<k_F^2-\delta^2$. The counted disc has area $\pi(k_F^2-\delta^2)$, and the loss relative to the full disc is
$$
\frac{\delta^2}{k_F^2}.
$$
A plane through the centre has $\delta=0$ and loses nothing. At worst $\delta=\Delta_z/2$, with $\Delta_z=2\pi/(an_z)$. For 16 planes $\Delta_z=0.982\ \mathrm{nm^{-1}}$, and the loss is $(0.982/10)^2=0.964$ %. Doubling $n_z$ divides it by four, which explains the opening numbers.

If the grid position is random, $\delta$ is uniform between 0 and $\Delta_z/2$, so
$$
\langle\delta^2\rangle=\frac{2}{\Delta_z}\int_0^{\Delta_z/2}\delta^2d\delta
=\frac{\Delta_z^2}{12}.
$$
The mean loss for 16 planes is then 0.321 %; averaging counts over grid positions gave 0.320 %. A sphere is parabolic along every line, so the vertex repair removes this error altogether. The repaired count at the worst position is 1.98953 nm$^{-2}$, within 0.005 % of the exact value. What remains is transverse error.

The same reasoning covers any smooth extremum. If its curvature in $q$ is $c$ and the nearest node is a distance $\delta_q$ away, the line misses an energy window of width $|c|\delta_q^2/2$ to leading order. With node spacing $h_q=2\pi/n_z$, the mean window is $|c|h_q^2/24$. For the hand-worked line, $\varepsilon''=\cos q+4\cos2q$ has magnitudes 5 at $q=0$, 3 at $q=\pi$, and 3.75 at each of the two maxima. Their sum is 15.5, so 32 nodes should lose $15.5\,h_q^2/24=0.0249$ eV from the energy integral of $N_+$. The measured mean error was 0.0247 eV.

With the repair it was 0.0018 eV, fourteen times smaller. Interpolation through three nodes has an error of order $h_q^3$ at the true extremum. The parabola's slope there is of order $h_q^2$, so moving to its vertex changes the energy by order $h_q^4$. The repaired error is therefore of third order at leading order. Between 16 and 32 nodes it fell by a factor of 5.9, not the 8 of a pure cubic law. The coefficient also depends on where the extrema lie between nodes, which differs for the two grids; the numbers do not separate this from higher-order terms.

## The transverse error

Once the lines are counted correctly, the sphere becomes a problem of counting grid points in a disc. Let $\Delta_\perp$ be the transverse step and $R=k_F/\Delta_\perp$. Shift the grid by a random vector $\mathbf s$, uniform over one grid cell. The number of points inside is a periodic function of $\mathbf s$, whose Fourier coefficients are integrals over the disc:
$$
c_{\mathbf n}=2\pi\int_0^R r\,J_0(2\pi|\mathbf n|r)\,dr
=\frac{R\,J_1(2\pi R|\mathbf n|)}{|\mathbf n|},
\qquad \mathbf n\ne0,
$$
where $\int xJ_0\,dx=xJ_1$ was used. The coefficient for $\mathbf n=0$ is the area $\pi R^2$, so the count is unbiased. Parseval's theorem gives the variance as $\sum_{\mathbf n\ne0}|c_{\mathbf n}|^2$. The relative root-mean-square (rms) error is
$$
\frac{1}{\pi R}\left[\sum_{\mathbf n\ne0}
\frac{J_1^2(2\pi R|\mathbf n|)}{|\mathbf n|^2}\right]^{1/2}.
$$
For large argument, $J_1^2(x)\simeq(2/\pi x)\cos^2(x-3\pi/4)$. The sum then falls as $1/R$ apart from oscillations, and the relative error as $R^{-3/2}$.

With $N$ transverse points per axis, the formula, with the sum cut off at 60 in each component of $\mathbf n$, gives 0.627 % for $N=32$, 0.287 % for 64 and 0.073 % for 128. Samples of 200 random shifts gave 0.559, 0.287 and 0.075 %. An rms value from 200 samples scatters by about $1/\sqrt{400}=5$ %, so the first, 11 % below the formula, is a little over two standard deviations low. The two successive reductions in the formula are 2.2 and 3.9, whereas $R^{-3/2}$ alone would give 2.8 each time. This is the Bessel oscillation. The change between two grids is therefore an uncertain guide to the remaining error. Because the count is unbiased, the spread over several random shifts estimates the rms error directly. Transverse and longitudinal grids should be refined separately, since one error can hide the other.

## A surface crossed more than once

Now add transverse motion to the hand-worked line:
$$
E=-2t(\cos k_xa+\cos k_ya)-2t_1\cos k_za-2t_2\cos2k_za,
$$
with $t=1$ eV, $t_1=t_2=0.5$ eV, $a=0.4$ nm and $E_F=-0.5$ eV. The line has two upward crossings for $0<w<1.125$ eV and one for $-2<w<0$ eV. Because $e_\perp=E_F-w$, these become
$$
-1.625<e_\perp<-0.5\ \text{eV: two modes},\qquad
-0.5<e_\perp<1.5\ \text{eV: one mode}.
$$

A separate quadrature gives the areas of these regions. Let $F(e)$ be the fraction of the transverse zone with $e_\perp<e$. For fixed $x=k_xa$ this condition reads $\cos k_ya>-e/(2t)-\cos x$, so
$$
F(e)=\frac1{2\pi}\int_{-\pi}^{\pi}dx\,
\frac1\pi\arccos\!\left[-\frac e{2t}-\cos x\right],
$$
with the bracket replaced by $1$ or $-1$ when it lies outside that range. Adding the one-mode area and twice the two-mode area gives
$$
\frac{M}{A}a^2=F(1.5)+F(-0.5)-2F(-1.625)=0.6893 ,
$$
with arguments in eV. Division by $a^2=0.16\ \mathrm{nm^2}$ yields 4.308 nm$^{-2}$ and $\rho=3.00\times10^{-11}\ \Omega\,\mathrm{cm^2}$.

The table with $N=400$ and $n_z=32$ gives 0.6895, high by 0.03 %. Its zone fractions with zero, one and two modes are 0.4699, 0.3707 and 0.1594, so the count is $0.3707+2(0.1594)=0.6895$. The silhouette of the Fermi surface covers just $0.3707+0.1594=0.5301$ of the zone. Using its area would miss 23 % of the modes. The error does not fall steadily from $N=50$ to 400; $n_z$ was fixed, so transverse refinement cannot remove the longitudinal part.

## When bands intersect

A table may list energies in ascending order at each $\mathbf k$, without following the bands. Suppose two bands intersect near $E_F$ with slopes $v$ and $-v$ in $q$. If one rises through $E_F$ and the other falls through it within the same interval, the number of levels below $E_F$ is equal at both nodes. The sorted table shows no crossing, and one upward crossing is lost.

If the intersection is midway between nodes, both crossings stay in the interval while $E_F$ is within $vh_q/2$ of the intersection energy, to leading order. The lost window has width $vh_q$: a first-order error. For two displaced cosine bands in this position, following the bands gave 1.2477 modes per cell with 32 nodes, and sorting gave 1.1796. With 64 nodes the values were 1.2491 and 1.2150. The deficit fell from 0.0681 to 0.0341, by the expected factor of two.

The parabola is no cure, because a sorted band has a kink at the intersection. Bands must be followed by the character of their states, or $n_z$ increased until the count settles. A followed band may continue into a different one after one period; its last node must then be joined to the first node of that band, not to its own.

## From mode counts to a contact limit

At an ideal interface between crystals with a common transverse period, $\mathbf k_\perp$ is conserved. Let $N_L$ and $N_R$ be the mode numbers on the two sides, and let $t$ and $r$ now denote the flux-normalized transmission and reflection matrices for incidence from the left. Current conservation makes the scattering matrix unitary. Its columns for left incidence give $t^\dagger t+r^\dagger r=1$, so the total transmission $T=\mathrm{Tr}\,t^\dagger t$ cannot exceed $N_L$. Its rows for outgoing waves on the right give $tt^\dagger+r'r'^\dagger=1$, where $r'$ is reflection for incidence from the right, and the same trace cannot exceed $N_R$. Therefore
$$
T(\mathbf k_\perp)\le\min\left[N_L(\mathbf k_\perp),N_R(\mathbf k_\perp)\right].
$$
The minimum must be taken before averaging over the zone.

Join the model crystal to a copy raised by 1 eV. On a grid with $N=60$ the two sides have 0.689 and 0.615 modes per cell, yet the averaged minimum is 0.401. The reason is a mismatch in $\mathbf k_\perp$. Modes on the left with $0.5<e_\perp<1.5$ eV find none on the right, and those on the right with $e_\perp<-1.625$ eV find none on the left. For $-1.5<e_\perp<-0.5$ eV the left has two modes and the right only one, so the minimum counts one. The smaller total would have given a lower resistivity limit of $3.36\times10^{-11}\ \Omega\,\mathrm{cm^2}$; the resolved limit is $5.15\times10^{-11}\ \Omega\,\mathrm{cm^2}$.

A Green-function calculation for this abrupt interface gives a transmission of 0.332 per cell, 83 % of the bound, and $\rho=6.22\times10^{-11}\ \Omega\,\mathrm{cm^2}$. The rest is reflected although modes are available on both sides. For the perfect crystal the same method reproduces the integer count on every line to within $5\times10^{-7}$.

These are resistivities between reservoirs. A perfect crystal without any interface already has $3.00\times10^{-11}\ \Omega\,\mathrm{cm^2}$, so the limit must not be read as an extra resistance added by the junction.

Consider a metal-semiconductor contact in which the semiconductor has the smaller Fermi surface. For one spherical, spin-degenerate valley with electron density $n$, $k_F=(3\pi^2n)^{1/3}$. Its mode count alone gives the limit
$$
\rho\ge\frac{h}{2e^2}\frac{4\pi}{(3\pi^2n)^{2/3}} .
$$
If the metal offers at least one mode throughout the valley's projection, the line-by-line minimum gives this same limit; if it does not, the minimum gives a higher one. For this single isotropic valley the effective mass is absent, and an eightfold density lowers the limit by a factor of four. An ellipsoidal valley has $M\propto\sqrt{m_xm_y}\,E$ and $n\propto\sqrt{m_xm_ym_z}\,E^{3/2}$, with $E$ the Fermi energy above the valley bottom, so at fixed density its count is multiplied by $(m_xm_y/m_z^2)^{1/6}$. Sharing the density among several valleys raises the count further. For the six valleys of silicon, with $m_l=0.92$ and $m_t=0.19$ electron masses and transport along [100], the count is about 1.9 times the one-valley value, and the limit is lower by that factor. This form requires a degenerate semiconductor. At higher temperature the mode count must be averaged over energy with weight $-\partial f/\partial E$. A depletion barrier can lower $T$ well below the bound. Disorder that mixes $\mathbf k_\perp$ invalidates the line-by-line minimum; for elastic scattering, unitarity then still limits the total transmission by the smaller total mode count.

The limit refers to the whole path between reservoirs. A ballistic semiconductor between two reflectionless metal contacts transmits the same modes, so both contacts together can reach this same value. A resistivity per contact, defined as half the zero-length resistance of such a structure, is bounded by half of it.

The numerical output below gives the values for each grid.

## Computed results

```
Sphere: a = 0.40 nm, k_F = 5.00 nm^-1, E_F = 0.9525 eV
Sphere exact modes per area and spin = 1.98944 nm^-2
Sphere ballistic resistivity = 6.4875e-11 ohm cm^2
Worst k_z offset, nz=16: raw loss 0.963 %, law 0.964 %, repaired 1.98953 nm^-2
Worst k_z offset, nz=32: raw loss 0.242 %, law 0.241 %, repaired 1.98953 nm^-2
Mean over k_z offsets, nz=16: raw loss 0.320 %, law 0.321 %
Sphere N=32, R=10.19: rms error 0.5588 %, Bessel-sum law 0.6270 %
Sphere N=64, R=20.37: rms error 0.2872 %, Bessel-sum law 0.2868 %
Sphere N=128, R=40.74: rms error 0.0748 %, Bessel-sum law 0.0728 %
Model hoppings: transverse 1.0, first z 0.5, second z 0.5 eV; E_F = -0.5 eV
Longitudinal bottom, local minimum, top = -2.000, 0.000, 1.125 eV
Quadrature modes per cell = 0.68929; per area = 4.30809 nm^-2
Model N=50, nz=32: modes per cell 0.68960, error 0.044 %
Model N=100, nz=32: modes per cell 0.68970, error 0.059 %
Model N=200, nz=32: modes per cell 0.68947, error 0.026 %
Model N=400, nz=32: modes per cell 0.68949, error 0.029 %
Zone fractions with 0, 1, 2 modes = 0.4699, 0.3707, 0.1594
Model ballistic resistivity = 2.9959e-11 ohm cm^2
Energy-integrated line error, nz=16: raw 0.09780 eV, repaired 0.01037 eV
Energy-integrated line error, nz=32: raw 0.02472 eV, repaired 0.00176 eV
Gaussian width 0.15 eV: flux integral 0.68939, averaged count 0.68927 modes per cell
Intersecting bands, nz=32: followed 1.24770, sorted 1.17960 modes per cell
Intersecting bands, nz=64: followed 1.24905, sorted 1.21495 modes per cell
Perfect crystal, N=60: largest |transmission - count| = 4.03e-07
Interface energy step = 1.0 eV, transverse grid N=60
Interface left count: 0.68917 per cell, resistivity 2.9964e-11 ohm cm^2
Interface right count: 0.61472 per cell, resistivity 3.3593e-11 ohm cm^2
Interface k-resolved bound: 0.40083 per cell, resistivity 5.1518e-11 ohm cm^2
Interface actual transmission: 0.33186 per cell, resistivity 6.2226e-11 ohm cm^2
```
